# A failing check and its repair

Subject: Defect-band dispersion in cubic supercells and its cancellation at (1/4,1/4,1/4).

```python
# Result under test: the spurious band of a defect level in a cubic supercell of
# side L has width 12|t|, t = -4 pi c A^2 exp(-kappa L)/L with c = hbar^2/2m,
# while at k* = (1/4,1/4,1/4) (units 2 pi/L) every shell with an odd index
# cancels and the error of the level is of order exp(-2 kappa L).
# kappa: decay constant of the orbital; A: amplitude of its tail A exp(-kappa r)/r.
# Energies in eV and lengths in angstrom unless a label says otherwise.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.fft import fftn, ifftn
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.special import j0

c_free = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20
GAMMA, CORNER, KSTAR = (0, 0, 0), (.5, .5, .5), (.25, .25, .25)
binding = 1.0
kappa0 = np.sqrt(binding / c_free)
print(f"hbar^2/2m = {c_free:.5f} eV A^2; binding = {binding:.2f} eV")
print(f"decay constant kappa = {kappa0:.5f} 1/A")

# ---------- shell sums at the special point ----------
shells = {}
for n in itertools.product(range(-2, 3), repeat=3):
    key = tuple(sorted(map(abs, n), reverse=True))
    phase = np.exp(2j * np.pi * np.dot(n, KSTAR))
    shells[key] = shells.get(key, 0) + phase
for key, value in shells.items():
    all_even = all(i % 2 == 0 for i in key)
    assert (abs(value) > 0.5) == all_even
for key in [(1, 0, 0), (1, 1, 0), (1, 1, 1), (2, 0, 0), (2, 2, 0)]:
    print(f"shell {key}: phase sum at k* = {round(shells[key].real) + 0:d}")

# low symmetry: unequal hoppings along [110] and [1-10]
hop110 = {(1, 1, 0): 1.0, (-1, -1, 0): 1.0, (1, -1, 0): 0.5, (-1, 1, 0): 0.5}
def low_symmetry_sum(k):
    return sum(t * np.cos(2 * np.pi * np.dot(n, k)) for n, t in hop110.items())
variants = [(a / 4, b / 4, .25) for a in (1, -1) for b in (1, -1)]
assert abs(low_symmetry_sum(KSTAR)) > 0.5
assert abs(np.mean([low_symmetry_sum(k) for k in variants])) < 1e-12
print(f"low symmetry, hoppings 1 and 0.5: (110) sum at k* = "
      f"{low_symmetry_sum(KSTAR):.2f}")

# p-like triplet: hopping matrix of the (110)-type shell at k*
t_sigma, t_pi = 1.0, -0.3
triplet = np.zeros((3, 3), complex)
for n in itertools.product((-1, 0, 1), repeat=3):
    if np.dot(n, n) == 2:
        d = np.array(n) / np.sqrt(2)
        hop = t_pi * np.eye(3) + (t_sigma - t_pi) * np.outer(d, d)
        triplet += np.exp(2j * np.pi * np.dot(n, KSTAR)) * hop
levels = np.linalg.eigvalsh(triplet)
split_ratio = (levels[-1] - levels[0]) / abs(t_sigma - t_pi)
assert abs(split_ratio - 6) < 1e-10 and abs(levels.sum()) < 1e-10
print(f"p triplet at k*: splitting/|t_sigma-t_pi| = {split_ratio:.3f}")

# ---------- zero-range defect, solved without perturbation theory ----------
span = np.arange(-6, 7)
cells = np.array(np.meshgrid(span, span, span)).reshape(3, -1).T
cells = cells[np.any(cells != 0, axis=1)]
cell_norm = np.sqrt((cells**2).sum(axis=1))

def lattice_sum(kappa, L, k, phase=None):
    if phase is None:
        phase = np.cos(2 * np.pi * cells @ np.array(k))
    return np.sum(phase * np.exp(-kappa * L * cell_norm) / (L * cell_norm))

def level_shift(L, k, bind=binding, c=c_free):
    kap = np.sqrt(bind / c)
    phase = np.cos(2 * np.pi * cells @ np.array(k))
    d = brentq(lambda x: x - lattice_sum(kap + x, L, k, phase),
               -0.5 * kap, 2 * kap, xtol=1e-18, rtol=1e-14)
    return -c * (2 * kap * d + d * d)

# the same lattice sum from plane waves with a smooth cutoff
L_test, k_test = 9.0, np.array([0.13, 0.31, 0.22])
s = (0.08 * L_test)**2
g = np.arange(-13, 14)
G = np.array(np.meshgrid(g, g, g)).reshape(3, -1).T
q2 = ((2 * np.pi / L_test * (G + k_test))**2).sum(axis=1) + kappa0**2
plane = 4 * np.pi / L_test**3 * np.sum(np.exp(-s * q2) / q2)
free = 2 / np.pi * quad(lambda q: q * q * np.exp(-s * (q * q + kappa0**2))
                        / (q * q + kappa0**2), 0, 15, epsabs=1e-13,
                        epsrel=1e-12, limit=200)[0]
assert abs(plane - free - lattice_sum(kappa0, L_test, k_test)) < 1e-9

print("zero-range defect, shifts from the isolated level in meV:")
width, star = {}, {}
for L in (9., 12., 15., 18.):
    eG, eR, eS = (level_shift(L, k) for k in (GAMMA, CORNER, KSTAR))
    width[L], star[L] = eR - eG, eS
    print(f" L={L:.0f} A: Gamma {1e3*eG:.5g}, corner {1e3*eR:.5g}, "
          f"width {1e3*width[L]:.5g}, k* {1e3*eS:.4g}")
    assert abs(eS / level_shift(2 * L, CORNER) - 1) < 1e-5
def zero_range_hop(L):
    return 2 * c_free * kappa0 * np.exp(-kappa0 * L) / L
def star_law(L):
    return 6 * c_free * kappa0 * np.exp(-2 * kappa0 * L) / L
assert abs(width[18.] / (12 * zero_range_hop(18.)) - 1) < 0.02
assert abs(star[12.] / star_law(12.) - 1) < 0.03
rate_w = np.log(width[12.] * 12 / (width[18.] * 18)) / 6
rate_s = np.log(star[12.] * 12 / (star[18.] * 18)) / 6
assert abs(rate_w / kappa0 - 1) < 0.02 and abs(rate_s / (2 * kappa0) - 1) < 0.02
print(f"decay rate of L*width = {rate_w:.4f} 1/A, of L*(k* error) = "
      f"{rate_s:.4f} 1/A")
print(f"L=12 A: |t| = {1e3*zero_range_hop(12.):.4f} meV, 12|t| = "
      f"{12e3*zero_range_hop(12.):.4f} meV")
print(f"L=12 A: leading k* law = {1e3*star_law(12.):.5f} meV")

# zone average and half filling
L = 12.0
half = (np.arange(8) + 0.5) / 16
mesh = np.sort([level_shift(L, k) for k in itertools.product(half, repeat=3)])
mean_law = (12 * c_free * kappa0 / L * (1 - 1 / (2 * kappa0 * L))
            * np.exp(-2 * kappa0 * L))
assert abs(mesh.mean() / mean_law - 1) < 0.05
assert mesh.mean() > star[L] > 0
print(f"L=12 A: zone-average error = {1e3*mesh.mean():.5f} meV, law "
      f"{1e3*mean_law:.5f} meV")
half_filled = mesh[:len(mesh) // 2].mean()
bessel = 2 / np.pi * (quad(lambda x: (1 - j0(2 * x)**3) / x**2, 0, 200,
                           limit=2000)[0] + 1 / 200)
assert abs(-half_filled / zero_range_hop(L) / bessel - 1) < 0.05
print(f"L=12 A: half-filled band, energy per electron = "
      f"{1e3*half_filled:.4f} meV")
print(f"mean |2 sum cos| = {bessel:.4f}; from the band: "
      f"{-half_filled/zero_range_hop(L):.4f}")

# ---------- Gaussian well: isolated defect from the radial equation ----------
b, r_max, n_r = 0.7, 40.0, 400
h = r_max / (n_r + 1)
j = np.arange(1, n_r + 1)
r = h * j
sines = np.sqrt(2 / (n_r + 1)) * np.sin(np.pi * np.outer(j, j) / (n_r + 1))
T_rad = (sines * (c_free * (j * np.pi / r_max)**2)) @ sines
shape = np.exp(-r**2 / (2 * b * b))
def ground(depth):
    return np.linalg.eigvalsh(T_rad - np.diag(depth * shape))[0]
depth = brentq(lambda v: ground(v) + binding, 11, 40, xtol=1e-11)
vals, vecs = np.linalg.eigh(T_rad - np.diag(depth * shape))
eps0 = vals[0]
u = vecs[:, 0] / np.sqrt(h)
u *= np.sign(u[5])
kap = np.sqrt(-eps0 / c_free)
i8 = np.argmin(abs(r - 8))
A = u[i8] * np.exp(kap * r[i8]) / np.sqrt(4 * np.pi)
V_rad = -depth * shape
source = np.sqrt(4 * np.pi) * h * np.sum(V_rad * u * np.sinh(kap * r) / kap)
assert abs(source / (-4 * np.pi * c_free * A) - 1) < 1e-5
print(f"Gaussian well: width b = {b:.2f} A, depth = {depth:.4f} eV, "
      f"A = {A:.5f} A^-1/2")

# response of the defect to a p-like field of unit gradient
x = kap * r
u_field = r * 3 * (np.cosh(x) / x - np.sinh(x) / x**2) / kap
H_p = T_rad + np.diag(2 * c_free / r**2 + V_rad - eps0)
u_resp = np.linalg.solve(H_p, -V_rad * u_field)
P = 4 * np.pi * h * np.sum(V_rad * u_field * (u_field + u_resp))
assert P < 0
print(f"p response P = {P:.4f} eV A^5")

# ---------- Gaussian well: periodic solution on a three-dimensional grid ----------
# E is a level when the largest eigenvalue of W (T-E)^-1 W is 1, W = sqrt(-V)
def grid_level(L, n, k):
    pos = np.arange(n) * L / n
    g1 = sum(np.exp(-(pos - m * L)**2 / (2 * b * b)) for m in range(-1, 3))
    W = np.sqrt(depth * g1[:, None, None] * g1[None, :, None] * g1)
    q = [2 * np.pi / L * (np.fft.fftfreq(n, 1 / n) + kk) for kk in k]
    T = c_free * (q[0][:, None, None]**2 + q[1][None, :, None]**2 + q[2]**2)
    E, v = eps0, W.ravel().astype(complex)
    for _ in range(12):
        def act(y, E=E):
            return (W * ifftn(fftn(W * y.reshape(W.shape)) / (T - E))).ravel()
        op = LinearOperator((n**3, n**3), matvec=act, dtype=complex)
        mu, vec = eigsh(op, k=1, which='LA', v0=v, ncv=12, tol=1e-13)
        v = vec[:, 0]
        f = fftn(W * v.reshape(W.shape), norm='ortho') / (T - E)
        step = (1 - mu[0].real) / np.sum(abs(f)**2)
        E += step
        if abs(step) < 1e-11:
            break
    assert abs(step) < 1e-10
    return E

print("Gaussian well on the grid, energies in meV:")
for L, n in ((9., 24), (12., 32), (15., 40)):
    eG, eR, eS = (grid_level(L, n, k) - eps0 for k in (GAMMA, CORNER, KSTAR))
    strength = 4 * np.pi * c_free * A**2
    t = strength * np.exp(-kap * L) / L
    s_part = -strength * lattice_sum(kap, L, KSTAR)
    grad = np.exp(-kap * L) * (kap / L + 1 / L**2)
    p_part = 4 * A**2 * grad**2 * P
    print(f" L={L:.0f} A: width {1e3*(eR-eG):.5g}, 12|t| {12e3*t:.5g}, "
          f"Gamma {1e3*eG:.5g}")
    print(f"   k* error {1e3*eS:.4g}; formula {1e3*(s_part+p_part):.4g} = "
          f"{1e3*s_part:.4g} (200) {1e3*p_part:+.4g} (p)")
    if L > 10:
        tol_w, tol_s = (0.05, 0.10) if L < 13 else (0.03, 0.05)
        assert abs((eR - eG) / (12 * t) - 1) < tol_w
        assert abs(eS / (s_part + p_part) - 1) < tol_s

# ---------- cell size for a 1 meV error: deep and shallow level ----------
for name, bind, mass in (("deep", binding, 1.0), ("shallow", 0.05, 0.2)):
    c = c_free / mass
    kk = np.sqrt(bind / c)
    need = [brentq(lambda L: abs(level_shift(L, k, bind, c)) - 1e-3,
                   lo / kk, 12 / kk) for k, lo in ((GAMMA, 2.5), (KSTAR, 1.8))]
    assert need[1] < 0.6 * need[0]
    print(f"{name}: binding {bind:.2f} eV, mass {mass:.1f}, 1/kappa = "
          f"{1/kk:.3f} A")
    print(f"  L for 1 meV error: Gamma {need[0]:.2f} A, k* {need[1]:.2f} A")

print("every check passed")
```

The run ends like this:

```
hbar^2/2m = 3.80998 eV A^2; binding = 1.00 eV
decay constant kappa = 0.51232 1/A
shell (1, 0, 0): phase sum at k* = 0
shell (1, 1, 0): phase sum at k* = 0
shell (1, 1, 1): phase sum at k* = 0
shell (2, 0, 0): phase sum at k* = -6
shell (2, 2, 0): phase sum at k* = 12
low symmetry, hoppings 1 and 0.5: (110) sum at k* = -1.00
p triplet at k*: splitting/|t_sigma-t_pi| = 6.000
zero-range defect, shifts from the isolated level in meV:
 L=9 A: Gamma -30.194, corner 21.999, width 52.193, k* 0.1248
 L=12 A: Gamma -4.6172, corner 3.7834, width 8.4005, k* 0.004424
 L=15 A: Gamma -0.7602, corner 0.6794, width 1.4396, k* 0.0001647
 L=18 A: Gamma -0.1327, corner 0.12485, width 0.25754, k* 6.356e-06
decay rate of L*width = 0.5132 1/A, of L*(k* error) = 1.0233 1/A
L=12 A: |t| = 0.6956 meV, 12|t| = 8.3471 meV
L=12 A: leading k* law = 0.00446 meV
L=12 A: zone-average error = 0.00825 meV, law 0.00820 meV
L=12 A: half-filled band, energy per electron = -1.3830 meV
mean |2 sum cos| = 2.0048; from the band: 1.9882
Gaussian well: width b = 0.70 A, depth = 17.3465 eV, A = 0.41044 A^-1/2
p response P = -205.8565 eV A^5
Gaussian well on the grid, energies in meV:
 L=9 A: width 106.43, 12|t| 106.93, Gamma -59.348
   k* error 0.1919; formula 0.192 = 0.2578 (200) -0.06581 (p)
 L=12 A: width 17.315, 12|t| 17.246, Gamma -9.427
   k* error 0.007535; formula 0.007577 = 0.009139 (200) -0.001563 (p)
 L=15 A: width 2.9734, 12|t| 2.9668, Gamma -1.5666
   k* error 0.0002595; formula 0.0002965 = 0.0003402 (200) -4.369e-05 (p)
Traceback (most recent call last):
  File "check.py", line 201, in <module>
    assert abs(eS / (s_part + p_part) - 1) < tol_s
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The isolated level comes from a finely converged radial equation, but the periodic level was solved on a grid of spacing 0.375 Å, whose own error I estimate at about 4e-8 eV. The gap between computed k* error and formula is 4.2e-5 meV at L = 12 Å and still 3.7e-5 meV at 15 Å, nearly constant where a physical correction would die out exponentially; this points to the grid, not the formula. The spacing is now 1/3 Å, and a new check compares both spacings with a 0.25 Å grid, prints the two errors and requires the working one to stay below 3e-9 eV. No tested quantity or tolerance of the earlier checks is changed.

Repair:

```diff
@@ -184,6 +184,13 @@
     return E
 
+# the grid error must be far below the smallest k* error examined (about 3e-7 eV)
+fine = grid_level(9., 36, KSTAR)
+grid_error = {n: grid_level(9., n, KSTAR) - fine for n in (24, 27)}
+print("grid error at L=9 A: " + ", ".join(
+    f"spacing {9/n:.3f} A {e:.1e} eV" for n, e in grid_error.items()))
+assert abs(grid_error[27]) < 3e-9
+
 print("Gaussian well on the grid, energies in meV:")
-for L, n in ((9., 24), (12., 32), (15., 40)):
+for L, n in ((9., 27), (12., 36), (15., 45)):
     eG, eR, eS = (grid_level(L, n, k) - eps0 for k in (GAMMA, CORNER, KSTAR))
     strength = 4 * np.pi * c_free * A**2
@@ -195,5 +202,5 @@
           f"Gamma {1e3*eG:.5g}")
     print(f"   k* error {1e3*eS:.4g}; formula {1e3*(s_part+p_part):.4g} = "
-          f"{1e3*s_part:.4g} (200) {1e3*p_part:+.4g} (p)")
+          f"{1e3*s_part:.4g} (even shells) {1e3*p_part:+.4g} (p)")
     if L > 10:
         tol_w, tol_s = (0.05, 0.10) if L < 13 else (0.03, 0.05)
```

After the repair:

```
hbar^2/2m = 3.80998 eV A^2; binding = 1.00 eV
decay constant kappa = 0.51232 1/A
shell (1, 0, 0): phase sum at k* = 0
shell (1, 1, 0): phase sum at k* = 0
shell (1, 1, 1): phase sum at k* = 0
shell (2, 0, 0): phase sum at k* = -6
shell (2, 2, 0): phase sum at k* = 12
low symmetry, hoppings 1 and 0.5: (110) sum at k* = -1.00
p triplet at k*: splitting/|t_sigma-t_pi| = 6.000
zero-range defect, shifts from the isolated level in meV:
 L=9 A: Gamma -30.194, corner 21.999, width 52.193, k* 0.1248
 L=12 A: Gamma -4.6172, corner 3.7834, width 8.4005, k* 0.004424
 L=15 A: Gamma -0.7602, corner 0.6794, width 1.4396, k* 0.0001647
 L=18 A: Gamma -0.1327, corner 0.12485, width 0.25754, k* 6.356e-06
decay rate of L*width = 0.5132 1/A, of L*(k* error) = 1.0233 1/A
L=12 A: |t| = 0.6956 meV, 12|t| = 8.3471 meV
L=12 A: leading k* law = 0.00446 meV
L=12 A: zone-average error = 0.00825 meV, law 0.00820 meV
L=12 A: half-filled band, energy per electron = -1.3830 meV
mean |2 sum cos| = 2.0048; from the band: 1.9882
Gaussian well: width b = 0.70 A, depth = 17.3465 eV, A = 0.41044 A^-1/2
p response P = -205.8565 eV A^5
grid error at L=9 A: spacing 0.375 A -3.7e-08 eV, spacing 0.333 A -9.5e-10 eV
Gaussian well on the grid, energies in meV:
 L=9 A: width 106.43, 12|t| 106.93, Gamma -59.348
   k* error 0.1919; formula 0.192 = 0.2578 (even shells) -0.06581 (p)
 L=12 A: width 17.315, 12|t| 17.246, Gamma -9.427
   k* error 0.007571; formula 0.007577 = 0.009139 (even shells) -0.001563 (p)
 L=15 A: width 2.9734, 12|t| 2.9668, Gamma -1.5666
   k* error 0.0002954; formula 0.0002965 = 0.0003402 (even shells) -4.369e-05 (p)
deep: binding 1.00 eV, mass 1.0, 1/kappa = 1.952 A
  L for 1 meV error: Gamma 14.54 A, k* 7.16 A
shallow: binding 0.05 eV, mass 0.2, 1/kappa = 19.519 A
  L for 1 meV error: Gamma 96.48 A, k* 45.80 A
every check passed
```
